\section*{Dynamic screening and the xenon 4d giant resonance}

\section{The independent-particle spectrum}

Q: I measure the photoabsorption of free xenon atoms and find a broad 4d maximum at roughly 100 eV. An orbital calculation gives me a narrow peak far below that. What does it contain?

A: Take a non-relativistic, spin-restricted LDA atom, with the uniform-gas exchange potential $-(3n/\pi)^{1/3}$, where $n$ is the electron density, and Gunnarsson--Lundqvist correlation. I use Hartree atomic units in the formulas, and eV and Mb for energies and cross-sections. Each electron moves in the fixed ground-state potential $v(r)$ and is driven by the laser field alone. The 4d orbital energy is $-62.6$ eV, so ionization of this shell starts at 62.6 eV. The 4d cross-section then peaks at 76.8 eV with a height of 88 Mb and a full width at half maximum of 9.3 eV.

Q: Why not right at threshold?

A: Nearly all of this peak is $4d\to\varepsilon f$, and an $f$ wave feels $v(r)+6/r^2$. At the sampled radii this is $-49$ eV at 0.6 bohr, $+12$ eV at 1.5 bohr and $+4$ eV at 5 bohr: an inner well behind a barrier. The 4d shell, with mean radius 0.87 bohr, lies mostly inside. The peak is about 14 eV above threshold, some 2 eV above the barrier top. I read it as the energy at which the $f$ wave enters the well, although I have not tested that reading separately.

\section{The field that an electron feels}

Q: What is missing?

A: The field of the other electrons as they move. Let the laser add the energy $Fz(e^{-i\omega t}+e^{i\omega t})$ to each electron, with $F$ small and the wavelength much larger than the atom. The $e^{-i\omega t}$ part of the total perturbation is $F\phi(r)\cos\theta$, and that of the induced density is $F\rho(r)\cos\theta$. The bare field is $\phi=r$.

To first order, an orbital $\psi_i$ acquires parts $F\chi_\pm e^{\mp i\omega t}$ beside its own phase, with
\begin{equation}
(\varepsilon_i+\omega-h)\chi_+=\phi\cos\theta\,\psi_i,\qquad
(\varepsilon_i-\omega-h)\chi_-=\phi^*\cos\theta\,\psi_i .
\end{equation}
The $e^{-i\omega t}$ part of its density is $F(\psi_i^*\chi_++\psi_i\chi_-^*)$. Write $\psi_i=u_i(r)Y_{lm}/r$ and $\cos\theta\,Y_{lm}=\sum_{l'}a_{l'm}Y_{l'm}$, with $l'=l\pm1$. Projecting the density on $\cos\theta$ brings a factor $3/4\pi$ and a second $a_{l'm}$. For $l'=l+1$,
\begin{align}
\sum_m a_{l'm}^2&=\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}\nonumber\\
&=\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3},
\end{align}
because $\sum_m m^2=l(l+1)(2l+1)/3$. The same sum with $l$ lowered by one gives $l/3$ for $l'=l-1$. Both are $l_>/3$, where $l_>$ is the larger of $l$ and $l'$. Two spins give the prefactor $2(3/4\pi)(l_>/3)=l_>/2\pi$. With $s=r^2\rho$ and the radial Green function $g_{l'}(E)=(E-h_{l'})^{-1}$,
\begin{equation}
s(r)=\sum_{i,l'}\frac{l_>}{2\pi}u_i(r)\int_0^\infty\!
\bigl[g_{l'}(\varepsilon_i+\omega)+g_{l'}(\varepsilon_i-\omega)\bigr](r,r')\,
u_i(r')\phi(r')\,dr'.
\label{eq:s}
\end{equation}
Here $i$ runs over occupied $nl$ shells. Switching the field on slowly replaces $\omega$ by $\omega+i0$, which selects outgoing waves in open channels.

Q: Could this sum send an electron into a filled shell?

A: No. For occupied $i$ and $j$, the two terms have the same radial factors and add to
$1/(\varepsilon_i+\omega-\varepsilon_j)+1/(\varepsilon_j-\omega-\varepsilon_i)=0$.

Q: And how does the density act back?

A: Through its Coulomb field and the change of the exchange-correlation potential. In the expansion of $1/|\mathbf r-\mathbf r'|$, only the dipole term survives integration against $\cos\theta'$, and its angular integral is $(4\pi/3)\cos\theta$. Therefore
\begin{equation}
\phi(r)=r+\frac{4\pi}{3}\int_0^\infty\frac{r_<}{r_>^2}s(r')\,dr'
+f_{xc}(r)\frac{s(r)}{r^2},\qquad f_{xc}=\frac{dv_{xc}}{dn}.
\label{eq:phi}
\end{equation}
TDLDA solves \eqref{eq:s} and \eqref{eq:phi} together. Its kernel is adiabatic: $f_{xc}$ is real and independent of $\omega$. The orbitals and continuum waves are those of the independent-particle calculation.

\section{From the field to the cross-section}

Q: I measure absorption, not $\phi$. What connects them?

A: Electrons have charge $-1$, so the induced dipole is $-\int z\,\delta n\,d^3r$. The angular integral of $\cos^2\theta$ is $4\pi/3$, and the polarizability is
\begin{equation}
\alpha=-\frac{4\pi}{3}\int_0^\infty r\,s(r)\,dr .
\end{equation}
The field $2F\cos\omega t$ does work on this dipole at the mean rate $2\omega F^2\,\mathrm{Im}\,\alpha$. The incident intensity is $(c/4\pi)\,2F^2$. Their ratio is $\sigma=(4\pi\omega/c)\,\mathrm{Im}\,\alpha$.

Now abbreviate \eqref{eq:s} as $s=X\phi$ and \eqref{eq:phi} as $\phi=r+Ks$, with products denoting radial integrals. Both $X$ and $K$ are symmetric, and $K$ is real. Since $r=\phi-Ks$ is real,
\begin{equation}
r^Ts=(\phi-Ks)^\dagger s=\phi^\dagger X\phi-s^\dagger Ks .
\end{equation}
The last term is real, so $\mathrm{Im}(r^Ts)=\phi^\dagger(\mathrm{Im}\,X)\phi$. In an open channel, $\mathrm{Im}\,g_{l'}(r,r')=-\pi u_{\varepsilon l'}(r)u_{\varepsilon l'}(r')$ for energy-normalized waves with $\varepsilon=\varepsilon_i+\omega$. Hence
\begin{align}
\mathrm{Im}\,\alpha&=\frac{4\pi}{3}\sum\frac{l_>}{2\pi}\,\pi
\left|\langle u_{\varepsilon l'}|\phi|u_i\rangle\right|^2,\nonumber\\
\sigma&=\frac{8\pi^2\omega}{3c}\sum l_>
\left|\langle u_{\varepsilon l'}|\phi|u_i\rangle\right|^2,
\label{eq:golden}
\end{align}
summed over open channels, away from discrete resonances. This is the ordinary golden rule with $r$ replaced by $\phi$. The numerical check compares it with continuum waves integrated separately; for the total cross-section at 80 and 110 eV, with and without the induced field, the largest difference is $2.5\times10^{-5}$ of $(4\pi\omega/c)\,\mathrm{Im}\,\alpha$.

The $4d\to\varepsilon f$ cross-section is therefore multiplied by $|S|^2$, where
\begin{equation}
S(\omega)=\frac{\langle\varepsilon f|\phi|4d\rangle}{\langle\varepsilon f|r|4d\rangle}.
\end{equation}

\section{The size of the screening}

Q: How large is the factor for xenon?

A: The 4d cross-sections below also contain the $4d\to\varepsilon p$ part, which $|S|^2$ does not describe.
\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & independent (Mb) & TDLDA (Mb) & $|S|^2$\\
70 & 11.2 & 2.8 & 0.18\\
80 & 64.5 & 11.9 & 0.18\\
90 & 17.4 & 21.5 & 1.3\\
100 & 6.9 & 26.0 & 4.1\\
120 & 1.4 & 14.7 & 16
\end{tabular}
\end{center}
At 80 eV, $S=0.054-0.417i$, so $|S|^2=0.003+0.174=0.18$. The ratio of the two cross-sections is $11.9/64.5=0.18$ as well, because $f$ dominates both at this energy. Where the $p$ part is a sizable share of either cross-section the two numbers differ. At 120 eV the $f$ part supplies only about 0.9 of the 1.4 Mb without the induced field, and the ratio is about 10 rather than 16. At 70 eV it supplies about 9.6 of the 11.2 Mb without the induced field but only about $0.18\times9.6=1.7$ of the 2.8 Mb with it, because the $p$ part is reduced much less, and the ratio is 0.25 rather than 0.18. The low-energy peak is suppressed and its high-energy tail is amplified. The TDLDA maximum lies at 101 eV, with a height of 26 Mb and a width of 41 eV.

Strength is mostly moved rather than lost: between 64 and 160 eV the 4d oscillator strength is 10.5 without the induced field and 10.2 with it.

Q: Could I have divided the field by a static screening constant?

A: A constant factor rescales the curve and leaves its peak in place. Here the field changes with both frequency and radius. At the 4d mean radius, $\phi/r$ is $-0.36-0.56i$ at 80 eV, $0.38-1.71i$ at 100 eV and $1.76-1.27i$ at 120 eV. The in-phase part is thus reversed at 80 eV and larger than the bare field at 120 eV. At 100 eV most of the field is a quarter cycle out of phase with the laser. At 4 bohr, $\phi/r$ is within 5\% of one at all three energies.

Q: Which electrons produce this field?

A: Mainly the 4d electrons themselves. If $4d\to f$ is the one channel allowed to respond, the peak is still at 101.5 eV and the width is 41 eV. With all shells but the Coulomb part of the kernel alone, the peak is at 103.9 eV; exchange-correlation lowers it by about 3 eV.

\section{Why the peak moves and why it broadens}

Q: Can I see the shift without solving the integral equation?

A: Keep the $4d\to f$ channel alone, and let $s_0=Xr$ and $\alpha_0$ be its independent-particle response. From $s=s_0+XKs$ and the symmetry of $X$, $r^Ts=r^Ts_0+s_0^TKs$. Thus $\alpha_0-\alpha=(4\pi/3)s_0^TKs$, and division by $\alpha\alpha_0$ gives
\begin{equation}
\frac1\alpha=\frac1{\alpha_0}+\kappa,\qquad
\kappa=\frac{3}{4\pi}\,\frac{s_0^TKs}{(r^Ts_0)(r^Ts)} .
\label{eq:kappa}
\end{equation}
Suppose that near a zero of $\mathrm{Re}(1/\alpha)$, at $\omega_r$, we may write $1/\alpha\approx-q(\omega-\omega_r)-i\gamma$ with constant $q,\gamma>0$. Then
\begin{equation}
\mathrm{Im}\,\alpha\approx\frac{\gamma}{q^2(\omega-\omega_r)^2+\gamma^2},
\end{equation}
a peak at $\omega_r$ of full width $2\gamma/q$. The computed values, in bohr$^{-3}$, are
\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & $1/\alpha_0$ & $\kappa$ & $1/\alpha$\\
90 & $-0.226-0.133i$ & $0.397-0.186i$ & $0.171-0.319i$\\
100 & $-0.435-0.135i$ & $0.451-0.240i$ & $0.016-0.375i$\\
110 & $-0.687-0.113i$ & $0.523-0.277i$ & $-0.164-0.390i$
\end{tabular}
\end{center}
Without $\kappa$, the real part changes sign between 70 and 80 eV, where $\mathrm{Re}\,\alpha_0$ goes from $6.7$ to $-3.7$ bohr$^3$. It falls with energy, so a positive $\mathrm{Re}\,\kappa$ postpones the zero, here to about 101 eV. That is the shift. The close match with the 101.5 eV maximum of this channel is partly a cancellation: $\gamma$ is not constant but grows with energy here, which pulls the maximum of $\mathrm{Im}\,\alpha$ down to about 98 eV, and the factor $\omega$ in $\sigma$ pushes it back up.

Q: Does the same positive number explain the width?

A: No. Freeze $\kappa$ at its static value, $0.481$ bohr$^{-3}$, which is real. The peak then lies at 102 eV. This is close only because $\mathrm{Re}\,\kappa$, which rises from 0.37 at 80 eV to 0.71 at 130 eV, happens to pass the static value between 100 and 110 eV. The width is 11 eV and the height 73 Mb. The formula shows why: $\gamma=0.135$ and $q=(0.687-0.226)/20=0.0231$ per eV, so $2\gamma/q\approx12$ eV.

With the true $\kappa$, $\gamma=0.375$ and $q=(0.171+0.164)/20=0.0168$ per eV. The estimate becomes $2\gamma/q\approx45$ eV, against 41 eV from the full curve of this channel. The larger $\gamma$ contributes a factor of 2.8 and the smaller slope a factor of 1.4. Most of the broadening therefore comes from $\mathrm{Im}\,\kappa$.

Q: How can a real kernel give a complex $\kappa$?

A: Look at \eqref{eq:kappa}. It contains the density shapes $s_0/(r^Ts_0)$ and $s/(r^Ts)$. If each oscillated with one phase at all radii, both shapes would be real, and so would $\kappa$. A non-zero $\mathrm{Im}\,\kappa$ requires different radii to respond out of step. This is necessary but not sufficient. A kernel proportional to $rr'$ keeps the field proportional to $r$, and \eqref{eq:kappa} then gives a real constant whatever the phases of the shapes; that is the frozen-$\kappa$ model above. The radial form of the true kernel is what lets the phase differences enter $\kappa$.

\section{How far to trust the result}

Q: Your peak is close to mine. May I take the calculation as accurate?

A: Not on that evidence alone. The calculation omits relativity and the spin-orbit splitting of the 4d shell. It uses an LDA orbital energy as the threshold, and the LDA potential falls off too fast outside the atom. Relaxation around the hole, ejection of several electrons and memory in $f_{xc}$ are also absent. These can move the onset and reshape the peak, and their errors may partly cancel. Another ground-state potential can also move the independent-particle peak. What the calculation establishes is narrower: within one and the same LDA atom, adding the induced field moves the 4d maximum from 77 to 101 eV and widens it from 9 to 41 eV.

\section*{Computed results}
\begin{verbatim}
LDA orbital energies (eV): 4s -182.07, 4p -138.14, 4d -62.56, 5s -18.57, 5p -8.69
4d mean radius 0.872 bohr; SCF iterations 41
f-wave effective potential v+6/r^2 (r in bohr: value in eV):
  0.4: -77.42, 0.6: -49.00, 0.8: -14.70, 1.0: 1.75, 1.5: 12.02, 2.0: 11.55, 3.0: 7.89, 5.0: 3.91
Static polarizability (bohr^3): IP 46.90, TDLDA 28.27
Nuclear-shift test, largest relative error 6.6e-09
Oscillator-strength sum: IP 53.998, TDLDA 53.998
Total cross-section (Mb), response / golden rule:
  80 eV: IP 64.920 / 64.921, TDLDA 14.078 / 14.078
  110 eV: IP 3.340 / 3.340, TDLDA 24.205 / 24.205
Golden-rule test, largest relative error 2.5e-05
Resonance: peak (eV), height (Mb), full width at half maximum (eV)
  4d, IP: 76.9, 88.10, 9.3
  4d, TDLDA: 101.2, 26.04, 40.9
  4d, Hartree kernel only: 103.9, 24.07, 43.5
  4d->f alone, IP: 76.9, 86.80, 9.2
  4d->f alone, TDLDA kernel: 101.5, 25.25, 41.2
  4d->f alone, rank-one model: 102.2, 73.14, 11.1
4d oscillator strength, 64-160 eV: IP 10.54, TDLDA 10.16
omega (eV) | 4d IP, TDLDA (Mb) | Re S, Im S, |S|^2
  70 | 11.17, 2.78 | 0.423, -0.039, 0.180
  80 | 64.55, 11.94 | 0.054, -0.417, 0.176
  90 | 17.42, 21.50 | -0.070, -1.118, 1.255
  100 | 6.90, 25.98 | 0.256, -2.004, 4.083
  110 | 3.07, 23.02 | 1.224, -2.754, 9.085
  120 | 1.44, 14.66 | 2.629, -2.942, 15.572
  130 | 0.73, 7.13 | 4.247, -2.773, 25.728
Static kappa of the 4d->f channel 0.4810 bohr^-3
omega (eV) | alpha0 of 4d->f (bohr^3) | effective kappa (bohr^-3)
  70 | 6.709 +1.458i | 0.368 -0.035i
  80 | -3.672 +8.391i | 0.365 -0.118i
  90 | -3.287 +1.938i | 0.397 -0.186i
  100 | -2.096 +0.648i | 0.451 -0.240i
  110 | -1.417 +0.233i | 0.523 -0.277i
  120 | -1.004 +0.078i | 0.609 -0.293i
  130 | -0.739 +0.020i | 0.706 -0.280i
Local field phi/r at r = 0.5, 4d mean radius, 2, 4 bohr:
  80 eV: -0.923 -0.648i, -0.362 -0.556i, 0.763 -0.173i, 0.981 -0.041i
  100 eV: -0.024 -2.383i, 0.377 -1.706i, 0.976 -0.350i, 1.018 -0.044i
  120 eV: 2.069 -1.941i, 1.756 -1.266i, 1.184 -0.188i, 1.028 -0.015i
\end{verbatim}
